# Why the electron g-factor in InSb is near minus 50: verification in Python

```python
# Result under test: the conduction-edge g-factor of the eight-band Kane model,
#     g = 2 - 2 Ep D / (3 Eg (Eg + D)),
# is the bare spin value 2 plus twice the orbital angular momentum L_z/hbar
# of a wave packet made of spin-up conduction Bloch states.
# Eg: gap between Gamma6 and Gamma8; D: splitting of Gamma8 and Gamma7;
# Ep = 2 p0^2/m with p0 = |<S|p_x|X>|; electron charge -e; muB = e hbar/(2m).
# Zeeman energy: (g/2) muB B.sigma. Basis: (S, X, Y, Z) times (up, down).
import numpy as np
from scipy import constants as const

hbar, m, e = const.hbar, const.m_e, const.e
muB = e * hbar / (2 * m)
eV = const.e
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
one2 = np.eye(2)


def kane_matrices(gap, so, Ep):
    """Zone-centre Hamiltonian (J) and momentum matrices (kg m/s)."""
    H0 = np.kron(np.diag([gap, -so / 3, -so / 3, -so / 3]), one2).astype(complex)
    p0 = np.sqrt(m * Ep / 2)
    p = []
    for i in range(3):
        L = np.zeros((4, 4), complex)
        j, k = (i + 1) % 3, (i + 2) % 3
        L[j + 1, k + 1], L[k + 1, j + 1] = -1j, 1j
        H0 += (2 * so / 3) * np.kron(L, sigma[i] / 2)
        pi = np.zeros((4, 4), complex)
        pi[0, i + 1], pi[i + 1, 0] = 1j * p0, -1j * p0
        p.append(np.kron(pi, one2))
    return H0, p


def roth_g(gap, so, Ep):
    return 2 - 2 * Ep * so / (3 * gap * (gap + so))


def interband_length(gap, Ep):
    return hbar * np.sqrt(m * Ep / 2) / (m * gap)


def bloch_hamiltonian(k, H0, p):
    H = H0 + (hbar * np.dot(k, k) * hbar / (2 * m)) * np.eye(8)
    for i in range(3):
        H = H + hbar * k[i] * p[i] / m
    return H


def orbital_L(gap, so, Ep):
    """Three 2x2 matrices of L from numerical derivatives of the projector."""
    H0, p = kane_matrices(gap, so, Ep)
    step = 1e-3 / interband_length(gap, Ep)
    doublet = np.eye(8)[:, :2]
    deriv = []
    for i in range(3):
        proj = []
        for sign in (1, -1):
            k = np.zeros(3)
            k[i] = sign * step
            U = np.linalg.eigh(bloch_hamiltonian(k, H0, p))[1][:, -2:]
            proj.append(U @ U.conj().T)
        deriv.append((proj[0] - proj[1]) / (2 * step) @ doublet)
    shifted = H0 - gap * np.eye(8)
    result = []
    for i in range(3):
        a, b = deriv[(i + 1) % 3], deriv[(i + 2) % 3]
        result.append(1j * m / hbar * (a.conj().T @ shifted @ b
                                       - b.conj().T @ shifted @ a))
    return result


def packet_L(gap, so, Ep, relative_width=0.005, n=64):
    """L_z and mean x of a Gaussian packet; position acts as i d/dk."""
    H0, p = kane_matrices(gap, so, Ep)
    width = relative_width / interband_length(gap, Ep)
    h = 16 * width / n
    axis = (np.arange(n) - n // 2) * h
    kx, ky = np.meshgrid(axis, axis, indexing="ij")
    kx, ky = kx[..., None], ky[..., None]
    H = (H0 + hbar / m * (kx[..., None] * p[0] + ky[..., None] * p[1])
         + hbar**2 * (kx**2 + ky**2)[..., None] / (2 * m) * np.eye(8))
    U = np.linalg.eigh(H)[1][..., -2:]
    up = np.einsum("xyia,xya->xyi", U, U[..., 0, :].conj())
    up /= np.linalg.norm(up, axis=-1, keepdims=True)
    W = np.exp(-(kx**2 + ky**2) / (4 * width**2)) * up
    W /= np.linalg.norm(W)
    r = 2 * np.pi * np.fft.fftfreq(n, h)
    xW = 1j * np.fft.ifft(1j * r[:, None, None] * np.fft.fft(W, axis=0), axis=0)
    yW = 1j * np.fft.ifft(1j * r[None, :, None] * np.fft.fft(W, axis=1), axis=1)
    mvx = hbar * kx * W + W @ p[0].T
    mvy = hbar * ky * W + W @ p[1].T
    Lz = np.real(np.vdot(xW, mvy) - np.vdot(yW, mvx))
    return Lz, np.real(np.vdot(W, xW)), 1 / (2 * width)


def landau_g(gap, so, Ep, B, n=8):
    """g from the spin splitting of the lowest conduction Landau level."""
    H0, p = kane_matrices(gap, so, Ep)
    a = np.diag(np.sqrt(np.arange(1, n)), 1)
    scale = np.sqrt(hbar * e * B / 2)
    pix, piy = scale * (a + a.T), 1j * scale * (a - a.T)
    H = np.kron(H0, np.eye(n))
    H = H + (np.kron(p[0], pix) + np.kron(p[1], piy)) / m
    H = H + np.kron(np.eye(8), hbar * e * B / m * np.diag(np.arange(n) + 0.5))
    H = H + muB * B * np.kron(np.kron(np.eye(4), sigma[2]), np.eye(n))
    E, V = np.linalg.eigh(H / eV)
    levels = []
    for index in (0, n):  # S up and S down, each with oscillator number zero
        weight = np.abs(V[index])**2
        best = np.argmax(weight)
        assert weight[best] > 0.8
        levels.append(E[best] * eV)
    return (levels[0] - levels[1]) / (muB * B)


def landau_g_zero_field(gap, so, Ep, B=0.002):
    return 2 * landau_g(gap, so, Ep, B / 2) - landau_g(gap, so, Ep, B)


# Rough InSb-sized inputs
Eg, D, Ep = 0.24 * eV, 0.80 * eV, 23.0 * eV
g = roth_g(Eg, D, Ep)
length = interband_length(Eg, Ep)

# Orbital moment and Landau levels for several orderings and gaps
cases = {"InSb-sized": (Eg, D), "no spin-orbit": (Eg, 0.0),
         "reversed spin-orbit": (Eg, -0.10 * eV), "wide gap": (1.5 * eV, D)}
case_g = {}
for name, (gap, so) in cases.items():
    L = orbital_L(gap, so, Ep)
    expected = (roth_g(gap, so, Ep) - 2) / 2
    for i in range(3):
        assert np.allclose(L[i] / hbar, expected * sigma[i], atol=1e-3), name
    case_g[name] = landau_g_zero_field(gap, so, Ep)
    assert abs(case_g[name] - roth_g(gap, so, Ep)) < 1e-3, name
assert case_g["reversed spin-orbit"] > 2 > case_g["InSb-sized"]
Lz = np.real(orbital_L(Eg, D, Ep)[2][0, 0])

# Explicit packet; the residual is quadratic in its small k-width
L_packet, x_mean, spread = packet_L(Eg, D, Ep)
assert abs(x_mean) < 1e-3 * length
assert abs(L_packet / Lz - 1) < 2e-3

# Rotation channels, resolved by valence level
H0, p = kane_matrices(Eg, D, Ep)
energy, states = np.linalg.eigh(H0)
channel = {}
for sense in (1, -1):
    target = (p[0] + sense * 1j * p[1])[:, 0]
    overlap = np.abs(states.conj().T @ target)**2
    for label, level in (("Gamma8", 0.0), ("Gamma7", -D)):
        chosen = np.abs(energy - level) < 1e-6 * eV
        strength = overlap[chosen].sum()
        contribution = -sense * strength / (m * (Eg - level))
        channel[sense, label] = (strength / (m * Ep), contribution)
for key, fraction in {(1, "Gamma8"): 1, (1, "Gamma7"): 0,
                      (-1, "Gamma8"): 1 / 3, (-1, "Gamma7"): 2 / 3}.items():
    assert abs(channel[key][0] - fraction) < 1e-10
orbital_g = sum(item[1] for item in channel.values())
assert abs(orbital_g - 2 * Lz / hbar) < 1e-3

# Band-edge mass from the curvature of the band
k_small = 1e-3 / length
top = np.linalg.eigvalsh(bloch_hamiltonian([k_small, 0, 0], H0, p))[-1]
inverse_mass = (top - Eg) * 2 * m / (hbar * k_small)**2
mass_formula = 1 + Ep / 3 * (2 / Eg + 1 / (Eg + D))
assert abs(inverse_mass / mass_formula - 1) < 1e-4

# Finite field and sensitivity to the gap
g_1T = landau_g(Eg, D, Ep, 1.0)
assert abs(g_1T) < abs(g)
g_smaller_gap = landau_g_zero_field(0.23 * eV, D, Ep)
assert abs(g_smaller_gap - roth_g(0.23 * eV, D, Ep)) < 1e-3

print(f"Input gap Eg (rough InSb size): {Eg/eV:.2f} eV")
print(f"Input spin-orbit splitting D (rough): {D/eV:.2f} eV")
print(f"Input Kane energy Ep (rough): {Ep/eV:.1f} eV")
for (sense, label), (fraction, contribution) in channel.items():
    mark = "p_plus" if sense == 1 else "p_minus"
    print(f"{mark} to {label}: strength/(m Ep) = {fraction:.4f}, "
          f"contribution to g = {contribution:.2f}")
print(f"Orbital part of g, sum of channels: {orbital_g:.2f}")
print(f"g from Roth formula: {g:.2f}")
print(f"g from Landau levels, B to 0: {case_g['InSb-sized']:.2f}")
print(f"g from Landau levels at 1 T: {g_1T:.2f}")
print(f"L_z of spin-up state, projector derivatives: {Lz/hbar:.3f} hbar")
print(f"L_z of explicit Gaussian packet: {L_packet/hbar:.3f} hbar")
print(f"Packet rms width along x, envelope: {spread*1e9:.0f} nm")
print(f"Orbital moment of spin-up state: {-e*Lz/(2*m)/muB:.2f} muB")
print(f"Total moment of spin-up state: {-g/2:.2f} muB")
print(f"Interband length hbar p0/(m Eg): {length*1e9:.2f} nm")
print(f"m/m* from band curvature: {inverse_mass:.2f}")
print(f"m*/m from band curvature: {1/inverse_mass:.4f}")
print(f"Spin splitting |g| muB B at 1 T, low-field g: {abs(g)*muB/eV*1e3:.3f} meV")
print(f"Bare-spin splitting 2 muB B at 1 T: {2*muB/eV*1e3:.3f} meV")
print(f"g for D = 0, same Eg and Ep: {case_g['no spin-orbit']:.2f}")
print(f"g for D = -0.10 eV, same Eg and Ep: {case_g['reversed spin-orbit']:.2f}")
print(f"g for Eg = 0.23 eV, same D and Ep: {g_smaller_gap:.2f}")
print(f"g for Eg = 1.5 eV, same D and Ep: {case_g['wide gap']:.2f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Input gap Eg (rough InSb size): 0.24 eV
Input spin-orbit splitting D (rough): 0.80 eV
Input Kane energy Ep (rough): 23.0 eV
p_plus to Gamma8: strength/(m Ep) = 1.0000, contribution to g = -95.83
p_plus to Gamma7: strength/(m Ep) = 0.0000, contribution to g = -0.00
p_minus to Gamma8: strength/(m Ep) = 0.3333, contribution to g = 31.94
p_minus to Gamma7: strength/(m Ep) = 0.6667, contribution to g = 14.74
Orbital part of g, sum of channels: -49.15
g from Roth formula: -47.15
g from Landau levels, B to 0: -47.15
g from Landau levels at 1 T: -45.45
L_z of spin-up state, projector derivatives: -24.573 hbar
L_z of explicit Gaussian packet: -24.570 hbar
Packet rms width along x, envelope: 390 nm
Orbital moment of spin-up state: 24.57 muB
Total moment of spin-up state: 23.57 muB
Interband length hbar p0/(m Eg): 3.90 nm
m/m* from band curvature: 72.26
m*/m from band curvature: 0.0138
Spin splitting |g| muB B at 1 T, low-field g: 2.729 meV
Bare-spin splitting 2 muB B at 1 T: 0.116 meV
g for D = 0, same Eg and Ep: 2.00
g for D = -0.10 eV, same Eg and Ep: 47.63
g for Eg = 0.23 eV, same D and Ep: -49.78
g for Eg = 1.5 eV, same D and Ep: -1.56
ALL CHECKS PASSED
```
